# Zero-Field Spin Hamiltonian from Second-Order Spin-Orbit Coupling: test program

```python
"""Zero-field splitting from second-order spin-orbit coupling.

Result under test: for H = H_orb + lam L.S with a nondegenerate, real orbital
ground state |0>, the lowest 2S+1 levels follow, to second order in lam, from
    H_eff = E_0 + sum_ij D_ij S_i S_j,   D_ij = -lam^2 Lambda_ij,
    Lambda_ij = sum_n <0|L_i|n><n|L_j|0> / (E_n - E_0).
L, S: angular momenta divided by hbar; lam: spin-orbit constant of the term;
zeta: one-electron spin-orbit constant; D, E: axial and rhombic parameters.
Reference side: exact eigenvectors, of the term model and of the full d^6 shell.
Energies of the worked example are in meV.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as const
from sympy.physics.wigner import wigner_3j


def angular_momentum(twice_j):
    """Matrices (x, y, z) in the basis m = j, j-1, ..., -j."""
    j = twice_j / 2
    m = j - np.arange(twice_j + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j, np.diag(m)], dtype=complex)


def effective_hamiltonian(h_full, model_basis):
    """Exact low levels carried by symmetrically orthogonalized projections."""
    energy, vectors = np.linalg.eigh(h_full)
    size = model_basis.shape[1]
    u, overlap, wh = np.linalg.svd(model_basis.conj().T @ vectors[:, :size])
    turn = u @ wh
    return (turn * energy[:size]) @ turn.conj().T, overlap


def quadrupoles(spin):
    size = spin.shape[1]
    square = (size**2 - 1) / 4
    return np.array([[(spin[i] @ spin[j] + spin[j] @ spin[i]) / 2
                      - (i == j) * square / 3 * np.eye(size)
                      for j in range(3)] for i in range(3)])


def traceless_tensor(h_eff, spin):
    """Quadratic spin part of any effective Hamiltonian, by trace projection."""
    quad = quadrupoles(spin)
    norm = 1.5 * np.trace(quad[2, 2] @ quad[2, 2]).real
    return np.einsum('ab,ijba->ij', h_eff, quad).real / norm


def remove_trace(tensor):
    return tensor - np.trace(tensor) / 3 * np.eye(3)


def axial_rhombic(t):
    return t[2, 2] - (t[0, 0] + t[1, 1]) / 2, (t[0, 0] - t[1, 1]) / 2


def lambda_tensor(h_orb, orb_l):
    energy, vec = np.linalg.eigh(h_orb)
    row = np.array([vec[:, 0].conj() @ l @ vec[:, 1:] for l in orb_l])
    return (row / (energy[1:] - energy[0])) @ row.conj().T


def term_model(h_orb, orb_l, spin, lam):
    size = spin.shape[1]
    h = np.kron(h_orb, np.eye(size)).astype(complex)
    return h + lam * sum(np.kron(orb_l[i], spin[i]) for i in range(3))


def ground_basis(h_orb, size):
    return np.kron(np.linalg.eigh(h_orb)[1][:, :1], np.eye(size))


# Real d orbitals as columns over m = 2..-2: x2-y2, z2, xy, xz, yz
r2 = np.sqrt(0.5)
real_d = np.array([[r2, 0, -1j * r2, 0, 0],
                   [0, 0, 0, -r2, 1j * r2],
                   [0, 1, 0, 0, 0],
                   [0, 0, 0, r2, 1j * r2],
                   [r2, 0, 1j * r2, 0, 0]])
l_complex = angular_momentum(4)
l_real = np.array([real_d.conj().T @ l @ real_d for l in l_complex])
spin2 = angular_momentum(4)
assert np.allclose(l_real.real, 0, atol=1e-13)

# ---- One-electron constant: quadrature against Dirac levels of hydrogen 3d
mp.mp.dps = 30
alpha = mp.mpf(const.fine_structure)
inverse_cube = (mp.quad(lambda r: r**3 * mp.e**(-2 * r / 3), [0, 10, 40, 150])
                / mp.quad(lambda r: r**6 * mp.e**(-2 * r / 3), [0, 10, 40, 150]))
zeta_h = alpha**2 / 2 * inverse_cube


def dirac_level(k, n=3):
    return 1 / (alpha**2 * mp.sqrt(
        1 + (alpha / (n - k + mp.sqrt(k**2 - alpha**2)))**2))


assert abs((dirac_level(3) - dirac_level(2)) / (2.5 * zeta_h) - 1) < 1e-3

# ---- General low-symmetry orbital Hamiltonian, dimensionless energies
rng = np.random.default_rng(7)
rotation = np.linalg.qr(rng.normal(size=(5, 5)))[0]
h_random = rotation @ np.diag([0, 1.0, 1.3, 1.7, 2.2]) @ rotation.T
ground = np.linalg.eigh(h_random)[1][:, 0]
assert max(abs(ground @ l @ ground) for l in l_real) < 1e-12
lam_random = lambda_tensor(h_random, l_real)
assert np.allclose(lam_random.imag, 0, atol=1e-12)
assert np.allclose(lam_random, lam_random.T, atol=1e-12)
assert np.linalg.eigvalsh(lam_random).min() > -1e-12
assert abs(lam_random[0, 1]) > 1e-3


def even_second_order(h_orb, lam):
    """Part of the exact effective Hamiltonian even in lam, over lam^2."""
    basis = ground_basis(h_orb, 5)
    plus, minus = [effective_hamiltonian(
        term_model(h_orb, l_real, spin2, s * lam), basis)[0] for s in (1, -1)]
    return ((plus + minus) / 2
            - np.linalg.eigvalsh(h_orb)[0] * np.eye(5)) / lam**2


# The even remainder is of relative order lam^2, hence the tolerance
predicted = -np.einsum('ij,iab,jbc->ac', lam_random.real, spin2, spin2)
exact = even_second_order(h_random, 0.002)
assert np.linalg.norm(exact - predicted) < 1e-3 * np.linalg.norm(predicted)

# Broken time reversal: imaginary antisymmetric part gives a linear spin term
h_broken = h_random + 0.2 * l_real[2] + 0.1 * l_real[0]
lam_broken = lambda_tensor(h_broken, l_real)
levi = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    levi[p] = np.linalg.det(np.eye(3)[list(p)])
linear = 0.5 * np.einsum('ijk,ij,kab->ab', levi, lam_broken.imag, spin2)
predicted = linear - np.einsum('ij,iab,jbc->ac', lam_broken.real, spin2, spin2)
exact = even_second_order(h_broken, 0.002)
assert np.linalg.norm(linear) > 1e-2
assert np.linalg.norm(exact - predicted) < 1e-3 * np.linalg.norm(predicted)

# The error of the tensor is of third order: halving lam divides it by eight
errors = []
for lam in (0.004, 0.002):
    h_eff, _ = effective_hamiltonian(term_model(h_random, l_real, spin2, lam),
                                     ground_basis(h_random, 5))
    errors.append(np.linalg.norm(traceless_tensor(h_eff, spin2)
                                 + lam**2 * remove_trace(lam_random.real)))
error_ratio = errors[0] / errors[1]
assert abs(error_ratio - 8) < 0.8

# Spin one half stays unsplit, spin one splits
half = np.linalg.eigvalsh(term_model(h_random, l_real, angular_momentum(1), 0.1))
one = np.linalg.eigvalsh(term_model(h_random, l_real, angular_momentum(2), 0.1))
assert abs(half[1] - half[0]) < 1e-12 and one[2] - one[0] > 1e-4

# ---- Worked example, energies in meV
zeta = 50.0
lam = -zeta / 4
orbital_energy = np.array([0.0, 200.0, 500.0, 600.0, 650.0])
rhombic_mixing = 20.0
h_orb = np.diag(orbital_energy)
h_orb[0, 1] = h_orb[1, 0] = rhombic_mixing
orb_levels = np.linalg.eigvalsh(h_orb)
angle = -0.5 * np.arctan2(2 * rhombic_mixing, orbital_energy[1])
c, s = np.cos(angle), np.sin(angle)
gap_xy, gap_xz, gap_yz = orbital_energy[2:] - orb_levels[0]
lam_hand = np.diag([(c + np.sqrt(3) * s)**2 / gap_yz,
                    (c - np.sqrt(3) * s)**2 / gap_xz, 4 * c**2 / gap_xy])
assert np.allclose(lam_hand, lambda_tensor(h_orb, l_real), atol=1e-12)
d_tensor = -lam**2 * lam_hand
d_axial, e_rhombic = axial_rhombic(d_tensor)
constant_shift = 2 * np.trace(d_tensor)

h_spin = np.einsum('ij,iab,jbc->ac', d_tensor, spin2, spin2)
spin_levels = np.linalg.eigvalsh(h_spin) - constant_shift
root = 2 * np.sqrt(d_axial**2 + 3 * e_rhombic**2)
level_formula = np.sort([root, -root, 2 * d_axial,
                         -d_axial + 3 * e_rhombic, -d_axial - 3 * e_rhombic])
assert np.allclose(spin_levels, level_formula, atol=1e-10)
assert d_axial < 0
barrier = spin_levels[-1] - spin_levels[0]
tunnel = root - 2 * abs(d_axial)
assert abs(tunnel - (spin_levels[1] - spin_levels[0])) < 1e-10

# Exact levels of the same term model: all higher orders in lam
h_term, overlap = effective_hamiltonian(term_model(h_orb, l_real, spin2, lam),
                                        ground_basis(h_orb, 5))
term_tensor = traceless_tensor(h_term, spin2)
d_term, e_term = axial_rhombic(term_tensor)
rest = (h_term - np.trace(h_term) / 5 * np.eye(5)
        - np.einsum('ij,ijab->ab', term_tensor, quadrupoles(spin2)))
quartic_size = np.linalg.norm(rest, 2)
excited_weight = 1 - np.mean(overlap**2)


# ---- Complete d^N shell in determinants; spin-orbital index = 5*spin + m index
def replacement_operators(electrons):
    dets = [sum(1 << k for k in occ)
            for occ in itertools.combinations(range(10), electrons)]
    place = {det: k for k, det in enumerate(dets)}
    ops = np.zeros((10, 10, len(dets), len(dets)))
    for col, det in enumerate(dets):
        for q in range(10):
            if not det >> q & 1:
                continue
            left = det ^ (1 << q)
            sign_q = bin(det & ((1 << q) - 1)).count('1')
            for p in range(10):
                if left >> p & 1:
                    continue
                sign_p = bin(left & ((1 << p) - 1)).count('1')
                ops[p, q, place[left | (1 << p)], col] = (-1)**(sign_q + sign_p)
    return ops


def one_body(h, ops):
    return np.tensordot(h, ops, axes=([0, 1], [0, 1]))


s_half = angular_momentum(1)
so_single = sum(np.kron(s_half[i], l_complex[i]) for i in range(3))


def shell_operators(ops):
    spin = np.array([one_body(np.kron(x, np.eye(5)), ops) for x in s_half])
    orbital = np.array([one_body(np.kron(np.eye(2), x), ops) for x in l_complex])
    value, vec = np.linalg.eigh(sum(x @ x for x in spin))
    return spin, orbital, vec[:, abs(value - 6) < 1e-8]


# Term constant: +zeta/4 for d^4 and -zeta/4 for d^6
for electrons, factor in ((4, 0.25), (6, -0.25)):
    ops = replacement_operators(electrons)
    spin_shell, l_shell, quintet = shell_operators(ops)
    assert quintet.shape[1] == 25
    so_shell = one_body(so_single, ops)
    l_dot_s = sum(l_shell[i] @ spin_shell[i] for i in range(3))
    assert np.allclose(quintet.conj().T @ (so_shell - factor * l_dot_s) @ quintet,
                       0, atol=1e-10)

# Coulomb repulsion of d^6 from Slater integrals; F0 is a common constant
racah_b, racah_c = 110.0, 450.0
slater = {2: 49 * racah_b + 7 * racah_c, 4: 12.6 * racah_c}
m_values = [2, 1, 0, -1, -2]
angular = {k: np.array([[float((-1)**m * 5 * wigner_3j(2, k, 2, 0, 0, 0)
                               * wigner_3j(2, k, 2, -m, m - n, n))
                         for n in m_values] for m in m_values]) for k in slater}
shift = ops[:5, :5] + ops[5:, 5:]
repulsion = np.zeros(ops.shape[2:])
for a, b, g, d in itertools.product(range(5), repeat=4):
    if m_values[a] + m_values[b] != m_values[g] + m_values[d]:
        continue
    value = sum(slater[k] * angular[k][a, g] * angular[k][d, b] for k in slater)
    if abs(value) > 1e-12:
        repulsion += 0.5 * value * (shift[a, g] @ shift[b, d]
                                    - (b == g) * shift[a, d])
free_levels = np.linalg.eigvalsh(repulsion)
assert np.allclose(free_levels[:25], free_levels[0], atol=1e-7)
assert np.allclose(free_levels[25:58] - free_levels[0],
                   4 * racah_b + 4 * racah_c, atol=1e-6)

field = real_d @ h_orb @ real_d.conj().T
h_shell = repulsion + one_body(np.kron(np.eye(2), field), ops)
shell_energy, shell_vec = np.linalg.eigh(h_shell)
assert np.allclose(shell_energy[:25] - shell_energy[0],
                   np.repeat(orb_levels - orb_levels[0], 5), atol=1e-6)
triplet_gap = shell_energy[25] - shell_energy[0]
model = shell_vec[:, :5]
spin_model = np.array([model.conj().T @ x @ model for x in spin_shell])
so_shell = zeta * so_shell
assert np.allclose(model.conj().T @ so_shell @ model, 0, atol=1e-8)

# Second-order sum over all shell states, divided by intermediate spin
outer = shell_vec[:, 5:]
response = outer @ ((outer.conj().T @ so_shell @ model)
                    / (shell_energy[0] - shell_energy[5:])[:, None])
same_spin = quintet @ (quintet.conj().T @ response)
tensor_same = traceless_tensor(model.conj().T @ so_shell @ same_spin, spin_model)
tensor_flip = traceless_tensor(
    model.conj().T @ so_shell @ (response - same_spin), spin_model)
assert np.allclose(tensor_same, remove_trace(d_tensor), atol=1e-7)
d_flip, e_flip = axial_rhombic(tensor_flip)
h_all, _ = effective_hamiltonian(h_shell + so_shell, model)
d_all, e_all = axial_rhombic(traceless_tensor(h_all, spin_model))
all_levels = np.linalg.eigvalsh(h_all)

# ---- Conversions, dipole scale and temperature
mev = const.e * 1e-3
kelvin = mev / const.k
bohr_magneton_cgs = const.physical_constants['Bohr magneton'][0] * 1e3
distance_cm = 1e-8
dipole_scale = bohr_magneton_cgs**2 / distance_cm**3 * 1e-7 / mev


def outside_pair(temperature):
    weight = np.exp(-(spin_levels - spin_levels[0]) * kelvin / temperature)
    return weight[2:].sum() / weight.sum()


print(f"zeta = {zeta:.1f} meV; lam = {lam:.2f} meV; S = 2, L = 2")
print("orbital energies x2-y2, z2, xy, xz, yz (meV):", orbital_energy)
print(f"rhombic mixing element = {rhombic_mixing:.1f} meV")
print(f"ground orbital: c = {c:.5f}, s = {s:.5f}; energy = {orb_levels[0]:.4f} meV")
print(f"gap to first excited orbital = {orb_levels[1] - orb_levels[0]:.3f} meV")
print(f"gaps xy, xz, yz = {gap_xy:.3f}, {gap_xz:.3f}, {gap_yz:.3f} meV")
for name, k in (("xx", 0), ("yy", 1), ("zz", 2)):
    print(f"Lambda_{name} = {lam_hand[k, k]:.6f} 1/meV; "
          f"D_{name} = {d_tensor[k, k]:.5f} meV")
print(f"constant shift from the trace = {constant_shift:.4f} meV")
print(f"second order: D = {d_axial:.5f} meV, E = {e_rhombic:.5f} meV")
print("spin levels, trace removed (meV):", np.round(spin_levels, 4))
print(f"barrier, lowest to highest level = {barrier:.4f} meV"
      f" = {barrier * kelvin:.2f} K")
print(f"tunnel splitting of lowest pair = {tunnel:.5f} meV"
      f" = {tunnel * mev / const.h / 1e9:.3f} GHz")
print(f"error ratio on halving lam (general test) = {error_ratio:.3f}")
print(f"term model, all orders: D = {d_term:.5f} meV, E = {e_term:.5f} meV")
print(f"term model: largest non-quadratic spin energy = {quartic_size:.5f} meV")
print(f"term model: mean excited-orbital weight = {100 * excited_weight:.3f} %")
print(f"Racah B = {racah_b:.1f} meV, C = {racah_c:.1f} meV")
print(f"lowest triplet above ground quintet = {triplet_gap:.2f} meV")
print(f"second-order triplet part: D = {d_flip:.5f} meV, E = {e_flip:.5f} meV")
print(f"triplet D / quintet D = {100 * d_flip / d_axial:.2f} %")
print(f"full d6 shell: D = {d_all:.5f} meV, E = {e_all:.5f} meV")
print(f"full d6 shell: barrier = {all_levels[-1] - all_levels[0]:.4f} meV")
print(f"full d6 shell: tunnel splitting = {all_levels[1] - all_levels[0]:.5f} meV")
print(f"dipole scale mu_B^2/r^3 at r = {distance_cm * 1e7:.1f} nm"
      f" = {dipole_scale:.5f} meV")
for temperature in (4.0, 300.0):
    print(f"population outside lowest pair at {temperature:.0f} K"
          f" = {100 * outside_pair(temperature):.4f} %")
orbital_factor = np.exp(-(orb_levels[1] - orb_levels[0]) * kelvin / 300)
print(f"Boltzmann factor of first excited orbital at 300 K = {orbital_factor:.3e}")
print("OK")
```

Printed output:

```
zeta = 50.0 meV; lam = -12.50 meV; S = 2, L = 2
orbital energies x2-y2, z2, xy, xz, yz (meV): [  0. 200. 500. 600. 650.]
rhombic mixing element = 20.0 meV
ground orbital: c = 0.99513, s = -0.09854; energy = -1.9804 meV
gap to first excited orbital = 203.961 meV
gaps xy, xz, yz = 501.980, 601.980, 651.980 meV
Lambda_xx = 0.001043 1/meV; D_xx = -0.16290 meV
Lambda_yy = 0.002258 1/meV; D_yy = -0.35277 meV
Lambda_zz = 0.007891 1/meV; D_zz = -1.23298 meV
constant shift from the trace = -3.4973 meV
second order: D = -0.97514 meV, E = 0.09493 meV
spin levels, trace removed (meV): [-1.9778 -1.9503  0.6903  1.2599  1.9778]
barrier, lowest to highest level = 3.9556 meV = 45.90 K
tunnel splitting of lowest pair = 0.02753 meV = 6.657 GHz
error ratio on halving lam (general test) = 7.899
term model, all orders: D = -0.92729 meV, E = 0.08922 meV
term model: largest non-quadratic spin energy = 0.00466 meV
term model: mean excited-orbital weight = 0.637 %
Racah B = 110.0 meV, C = 450.0 meV
lowest triplet above ground quintet = 2078.01 meV
second-order triplet part: D = -0.32055 meV, E = 0.03971 meV
triplet D / quintet D = 32.87 %
full d6 shell: D = -1.20928 meV, E = 0.12498 meV
full d6 shell: barrier = 4.9283 meV
full d6 shell: tunnel splitting = 0.06167 meV
dipole scale mu_B^2/r^3 at r = 0.1 nm = 0.05368 meV
population outside lowest pair at 4 K = 0.0275 %
population outside lowest pair at 300 K = 56.9313 %
Boltzmann factor of first excited orbital at 300 K = 3.746e-04
OK
```
